# A Spin-Conserving Magnetic Impurity Leaves the Helical-Edge dc Conductance Unchanged

Suppose the two-terminal conductance of a quantum spin Hall edge is being calculated and a localized spin sits beside the edge. One must decide whether to subtract a reflection probability from the quantized conductance, as for a static scatterer, or to follow the state of the spin as well. The first choice predicts a steady loss. If the exchange conserves the total spin component along the edge's spin axis, that loss is absent at dc, although it is present at high frequency. An explicit case shows how the static estimate fails.

## A spin-1/2 impurity

Right movers $R$ carry spin up and left movers $L$ carry spin down, both with speed $v$. In atomic units, with Boltzmann's constant set to one, the conductance quantum $e^2/h$ is $1/2\pi$. Currents are counted as particle flow. The reservoirs feeding $R$ and $L$ have chemical potentials differing by $V=\mu_R-\mu_L$, and $x=V/T$. The impurity spin $\mathbf S$ couples to the edge spin $\mathbf s=\boldsymbol\sigma/2$ through

$$H_{\rm ex}=J\,\mathbf S\cdot\mathbf s\,\delta(x_{\rm pos})
=J\left[S_zs_z+\tfrac12(S_+s_-+S_-s_+)\right]\delta(x_{\rm pos}).$$

The operator $s_-$ turns $R$ into $L$ and comes with $S_+$. An $R$ electron can therefore be reflected only if the impurity is down, and it leaves the impurity up.

**Reflection probability.** For an incoming $R$ electron and a down impurity, the flip matrix element is $J/2$. The amplitude $\psi_L$ of the reflected state obeys, to first order in $J$,

$$iv\,\psi_L'+\frac J2\,\delta(x_{\rm pos})\,\psi_R=E\psi_L .$$

The $S_zs_z$ term multiplies $\psi_L$, which is already first order, so it is dropped. Integrating across the impurity gives

$$iv[\psi_L(0^+)-\psi_L(0^-)]+\frac J2\psi_R=0 .$$

Nothing enters from the right in this channel, so $\psi_L(0^+)=0$. With $\psi_R=1$ and $j=J/v$,

$$\psi_L(0^-)=-\frac{ij}{2},\qquad R=\frac{j^2}{4}.$$

Here $R$ as a number is the reflection probability when the impurity is in the state that allows a flip.

**The static estimate.** An unpolarized impurity is down half the time. Taking this as permanent gives a conductance loss $(1/2\pi)R/2$. The assumption must be checked, because every reflection changes the impurity.

**Flip rates.** In an energy interval $dE$, electrons arrive at the rate $f_R\,dE/2\pi$. If the $L$ state at that energy is also filled, the pair is a spin singlet and the exchange does nothing. The flip rate for a down impurity is therefore

$$\gamma_+=\frac{R}{2\pi}\int f_R(1-f_L)\,dE .$$

From $f/(1-f)=e^{-(E-\mu)/T}$ it follows that $f_L(1-f_R)=e^{-x}f_R(1-f_L)$. Subtracting the two products gives

$$f_R-f_L=f_R(1-f_L)-f_L(1-f_R)=(1-e^{-x})f_R(1-f_L).$$

Since $\int(f_R-f_L)\,dE=V$,

$$\gamma_+=\frac{R}{2\pi}\frac{V}{1-e^{-x}},\qquad \gamma_-=e^{-x}\gamma_+,$$

where $\gamma_-$ is the rate of the reverse process, $L\to R$ with the impurity going from up to down.

**What the impurity does.** Let $p$ be the probability that it is up, and let $I_b$ be the net backscattering rate from $R$ to $L$. Each $R\to L$ event raises the impurity and each $L\to R$ event lowers it, so

$$I_b=\gamma_+(1-p)-\gamma_-p=\frac{dp}{dt}.$$

In the steady state $dp/dt=0$, hence $I_b=0$. The corresponding polarization is

$$p=\frac{\gamma_+}{\gamma_++\gamma_-}=\frac1{1+e^{-x}},\qquad
\langle S_z\rangle=p-\frac12=\frac12\tanh\frac x2 .$$

Backscattering has not stopped. The polarization makes the two directions equally frequent: the faster process finds the impurity ready less often.

If the bias is switched on at $t=0$ with $p=1/2$, the linear equation for $p$ has relaxation rate $\gamma_++\gamma_-$. The number of electrons lost from the forward current is $p(t)-p(0)$:

$$N_b(t)=\frac12\tanh\frac x2\left[1-e^{-(\gamma_++\gamma_-)t}\right].$$

At short times $N_b\simeq\frac12(\gamma_+-\gamma_-)t=(R/4\pi)Vt$, which is the static estimate. That estimate is thus the initial rate, wrongly continued for ever.

**Numbers.** Take $\hbar v=3.6$ eV Å and a bulk gap of 0.020 eV, of the order of the band parameters of a HgTe quantum well, and a chosen exchange $J=0.36$ eV Å, at 1 K. Then $j=0.36/3.6=0.100$ and $R=0.100^2/4=0.0025$. Integrating the Dirac equation through a Gaussian impurity of standard deviation 50 Å gives 0.002495 at an energy $kT$ from the Dirac point of the edge, so for a single electron near that point the lowest-order point-impurity result is good to 0.2%. Farther away the finite width matters: 5 meV above the Dirac point $R$ is 0.00244, or 0.0018 for a standard deviation of 200 Å. Many-electron corrections to $R$ are estimated at the end.

The static loss is $0.00125\,e^2/h$, or $4.84\times10^{-8}$ S. At a bias of $10^{-5}$ V, $x=0.116$. With $kT/h=2.08\times10^{10}$ s$^{-1}$, the static estimate loses

$$0.00125\times0.116\times2.08\times10^{10}\ {\rm s^{-1}}
\simeq3.02\times10^6\ \text{electrons per second},$$

or about 3020 electrons in 1 ms. The correct mean loss is $\frac12\tanh(0.058)=0.029$ electron, and it does not grow afterwards.

## The general statement

The rates above hold to lowest order in $j$, but the absence of a dc loss does not depend on them.

Let the impurity have any spin $S$. Let the edge interaction conserve $N_R$ and $N_L$ separately and act within a finite length between noninteracting leads. Let the impurity Hamiltonian commute with $S_z$, which permits a field along $z$ and a term $DS_z^2$. Let the exchange conserve $S_z+(N_R-N_L)/2$, and let nothing else relax the impurity. **Then the net number of backscattered electrons equals the change of the impurity's $S_z$, its mean magnitude is at most $2S$, and the dc current is $V/2\pi$ for any bias and temperature.**

**Proof.** For the exchange used above, with any $J_z$ and transverse constant $J_\perp$, the part that changes $N_L$ is

$$F=\frac{J_\perp}{2}\left(S_+\psi_L^\dagger\psi_R+S_-\psi_R^\dagger\psi_L\right),$$

with the fields taken at the impurity. The commutators $[\psi_L^\dagger,N_L]=-\psi_L^\dagger$ and $[S_+,S_z]=-S_+$ show that the first term gives the same result with $N_L$ as with $S_z$. The second term is its Hermitian conjugate, and both commutators change sign. Hence

$$i[F,N_L]=i[F,S_z].$$

The left side is the backscattering rate operator $dN_b/dt$. The right side is the whole of $dS_z/dt$, because every other term commutes with $S_z$. A more general exchange allowed by the hypothesis gives the same equality: if it conserves both $S_z+(N_R-N_L)/2$ and the electron number $N_R+N_L$, it also conserves $S_z-N_L$. Therefore

$$N_b(t)=S_z(t)-S_z(0),\qquad |\langle N_b(t)\rangle|\le2S ,$$

since both spin operators have eigenvalues between $-S$ and $S$.

It remains to connect $N_b$ with the current in the leads. Consider the right movers in a finite region containing the impurity and the interacting length. Their number changes through inflow from the left, outflow to the right and backscattering. In a steady state the stored number does not grow, so the time averages obey

$$\overline{I_R^{\rm out}}=I_R^{\rm in}-\overline{I_b}.$$

The current in the right lead is this outflow minus the left movers injected there:

$$\overline I=I_R^{\rm in}-I_L^{\rm in}-\overline{I_b}
=\int\frac{f_R-f_L}{2\pi}\,dE-\overline{I_b}
=\frac V{2\pi}-\overline{I_b}.$$

Over a time $t$ the bound gives $|\overline{I_b}|\le2S/t$, which tends to zero. This completes the proof.

For $S=1/2$ successive flips must alternate, because an up spin cannot be raised again. For larger $S$ they need not alternate, and the bound on $S_z$ is what matters.

Both points were tested by diagonalizing a closed edge with four $R$ levels, four $L$ levels and four electrons. In units of the level spacing, the local repulsion was 1 and the exchange constants were $(J_x,J_y,J_z)=(4,4,1)$. All electrons started in $R$, with the impurity at $S_z=-S$. Up to time 40 in the corresponding units, sampled in steps of 0.25 (finer sampling raises each value by about 0.001), the largest mean transfer was 0.999 electron for $S=1/2$ and 1.700 for $S=1$. The second value exceeds one, so two net transfers in the same direction do occur. With $(4,1,1)$ and $S=1/2$, where the conservation law is broken, the mean reached 2.976.

## The correction at finite frequency

A dc zero does not make the impurity invisible. Consider a small alternating bias with frequency well below $T$, so that the flip rates follow the instantaneous voltage, and neglect both the field energy of the impurity and $DS_z^2$ compared with $T$. For general $S$ the squared matrix elements of $S_\pm$ multiply the rates, giving

$$\frac{d\langle S_z\rangle}{dt}
=\gamma_+\langle S(S+1)-S_z^2-S_z\rangle
-\gamma_-\langle S(S+1)-S_z^2+S_z\rangle .$$

For small $x$, $x/(1-e^{-x})\simeq1+x/2$ and $x/(e^x-1)\simeq1-x/2$, so

$$\gamma_\pm\simeq\gamma_0\left(1\pm\frac x2\right),\qquad\gamma_0=\frac{RT}{2\pi}.$$

At zero bias all $2S+1$ levels are equally populated and $\langle S_z^2\rangle=S(S+1)/3$. Keeping terms linear in $x$ and $\langle S_z\rangle$,

$$\frac{d\langle S_z\rangle}{dt}
=\gamma_0\left[\frac23S(S+1)x-2\langle S_z\rangle\right].$$

With time dependence $e^{-i\omega t}$,

$$\langle S_z\rangle=\frac{\frac23S(S+1)\gamma_0x}{2\gamma_0-i\omega},
\qquad I_b=-i\omega\langle S_z\rangle .$$

Using $\delta G=-I_b/V$ and $\gamma_0x/V=R/2\pi$,

$$\delta G(\omega)=-\frac1{2\pi}\,\frac23S(S+1)R\,
\frac{-i\omega}{2\gamma_0-i\omega}.$$

Multiplying numerator and denominator by $2\gamma_0+i\omega$ gives the dissipative part,

$$-{\rm Re}\,\delta G=\frac1{2\pi}\,\frac23S(S+1)R\,
\frac{\omega^2}{\omega^2+4\gamma_0^2}.$$

For $\omega\gg2\gamma_0$ the impurity cannot polarize within a cycle and the static estimate returns; for $S=1/2$ the prefactor is $R/2$. For $\omega\ll2\gamma_0$ the loss vanishes as $\omega^2$. The order of limits matters: letting $R\to0$ at fixed frequency gives the static answer, while letting $\omega\to0$ at fixed $R$ gives zero.

In the example $2\gamma_0=2\times0.0025\times2.08\times10^{10}=1.04\times10^8$ s$^{-1}$. Dividing by $2\pi$ puts the crossover at 16.6 MHz. The loss is $4.5\times10^{-6}\,e^2/h$ at 1 MHz, $3.3\times10^{-4}$ at 10 MHz and $1.22\times10^{-3}$ at 100 MHz. At 1 GHz it has reached the static value of $1.25\times10^{-3}$. There $\hbar\omega/kT=0.048$, so the low-frequency assumption still holds, and for an edge of $10^4$ Å the phase $\omega\tau$ accumulated during the transit time $\tau$ is 0.0115.

The response formula was tested against a density-matrix calculation that uses the full unitary operator for each electron–impurity collision. For $S=1/2$, 1 and 5/2, with $j=0.1$, 0.03 and 0.02 respectively, the two agreed within 0.5% at $\omega/\gamma_0=0.3$, 2 and 50.

## When a dc loss returns

**Independent spin relaxation.** Suppose another environment, which itself stays unpolarized, drives the impurity towards zero polarization at rate $r$. It changes $\langle S_z\rangle$ without moving an edge electron between branches. Then

$$-i\omega\langle S_z\rangle=\tfrac23S(S+1)\gamma_0x-(2\gamma_0+r)\langle S_z\rangle,$$

$$I_b=\tfrac23S(S+1)\gamma_0x-2\gamma_0\langle S_z\rangle
=\tfrac23S(S+1)\gamma_0x\,\frac{r-i\omega}{2\gamma_0+r-i\omega}.$$

At dc the surviving fraction of the static loss is $r/(2\gamma_0+r)$. The static estimate is thus correct when outside relaxation is much faster than relaxation by the edge. For a chosen $r=10^6$ s$^{-1}$, the example retains $10^6/(1.05\times10^8)=0.0095$ of it.

**Unequal transverse exchange.** For $S=1/2$ and $J_x\ne J_y$, the transverse coupling becomes

$$\frac{J_1}{2}(S_+s_-+S_-s_+)+\frac{J_2}{2}(S_+s_++S_-s_-),
\qquad J_{1,2}=\frac{J_x\pm J_y}{2}.$$

The second term lets an $R\to L$ event lower the impurity. Let $a=(J_1/2v)^2$ and $b=(J_2/2v)^2$ be the two reflection probabilities, and write $s=\langle S_z\rangle$. For either direction of reflection, one process needs the impurity down and the other needs it up, so they do not interfere and their rates add. Linearizing as before,

$$\frac{ds}{dt}=\frac T{2\pi}\left[(a-b)\frac x2-2(a+b)s\right],$$

$$I_b=\frac T{2\pi}\left[(a+b)\frac x2-2(a-b)s\right].$$

The steady state has $s=(a-b)x/[4(a+b)]$. At high frequency $s\to0$. The ratio of dc to high-frequency loss is therefore

$$1-\frac{(a-b)^2}{(a+b)^2}=\frac{4ab}{(a+b)^2}
=\left(\frac{J_x^2-J_y^2}{J_x^2+J_y^2}\right)^2 .$$

The last step uses $J_1J_2=(J_x^2-J_y^2)/4$ and $J_1^2+J_2^2=(J_x^2+J_y^2)/2$. For $J_x=0.11v$ and $J_y=0.09v$ the ratio is $(0.0040/0.0202)^2=0.039$.

This exchange is a product of two spins and so respects time-reversal symmetry. That symmetry alone does not secure the dc zero. The ratio also vanishes for $J_y=-J_x$, where $S_z-(N_R-N_L)/2$ is conserved instead.

## Reading the example against a real edge

The gap is typical of a 7 nm HgTe well, but 3.6 eV Å is the bulk Dirac parameter of the standard four-band model of that well. The edge states of that model have $\hbar v\simeq2.4$ eV Å and a Dirac point about 7.5 meV above midgap. With the same $J$ this would give $j\simeq0.15$ and a point-impurity $R\simeq0.0055$. The edge model requires the bias energy and $kT$ to stay well below the bulk gap, as they do here; the statement "for any bias and temperature" is meant within that limit. The exchange stands for an electron trapped in a charge puddle near the edge; it was chosen, and no typical value is claimed. Two omitted effects alter the rates noticeably. Second-order exchange processes make $J$ grow on cooling. Electron and hole intermediate states combine through the spin commutators to give $dJ/d\ell=J^2/(2\pi v)$, where $\ell$ is the logarithm of the reduction in cutoff. From half the gap down to $kT$ this raises $R$ by a factor 1.17 in leading-logarithm accuracy; averaging the logarithm over the thermal window gives 1.16. Repulsion along the edge, with an assumed Luttinger parameter $K=0.9$, raises $R$ by about 2.2 in a scaling estimate with half the gap as cutoff (1.9 or 2.5 if the cutoff is halved or doubled). This holds for an edge much longer than the thermal length $\hbar v/kT\simeq4\times10^4$ Å; in a shorter edge between noninteracting leads, such as the $10^4$ Å edge used above, the increase is smaller. Both factors move the crossover upward in proportion, but neither creates a dc loss, because the proof does not use the value of $R$. A third effect, the exchange field of the biased edge on the impurity, is small: it is $j/4\pi=0.0080$ of the bias energy. In the numerical output, "eV" in the line for this field means charge times voltage, not electronvolts.

An assumption that can fail in a real device is spin conservation. Spin–orbit coupling can make the exchange anisotropic, and other defects can relax the impurity. Nuclear spins do so at dc only if they lose their own polarization: spin-conserving flip-flops with a finite set of nuclei fall under the same conservation law, and the loss dies out once the nuclei are polarized. In the example, the 10% departures of $J_x$ and $J_y$ from their mean restore about 4% of the static loss, roughly $5\times10^{-5}\,e^2/h$ for this one impurity. A calculation of the dc resistance caused by such a localized spin therefore needs its spin-nonconserving couplings and its outside relaxation rate; the conserving exchange alone supplies no dc resistance.

## Values computed for the example and the checks

```
MANY-ELECTRON TEST (4 electrons, R full at start)
max mean transfer, S=1/2 conserved: 0.999 electrons
max mean transfer, S=1 conserved: 1.700 electrons
max mean transfer, S=1/2 Jx=4 Jy=1: 2.976 electrons
max probability above 1, Jx=4 Jy=1: 0.947
EXAMPLE INPUTS
hbar v: 3.60 eV angstrom; bulk gap: 0.020 eV
exchange J: 0.36 eV angstrom; j = 0.100
temperature: 1.0 K; kT = 8.6173e-05 eV
bias: 1.0e-05 V; x = eV/kT = 0.1160
EXAMPLE RESULTS
reflection R, lowest order: 0.002500
reflection R, Dirac equation: 0.002495
attempt rate kT/h: 2.0837e+10 1/s
naive conductance loss: 0.001250 e^2/h
naive conductance loss: 4.8426e-08 S
impurity relaxation rate 2 g0: 1.0418e+08 1/s
crossover frequency: 1.6581e+07 Hz
real ac loss at 1e+06 Hz: 4.5300e-06 e^2/h
real ac loss at 1e+07 Hz: 3.3339e-04 e^2/h
real ac loss at 1e+08 Hz: 1.2166e-03 e^2/h
real ac loss at 1e+09 Hz: 1.2497e-03 e^2/h
naive loss rate at the bias: 3.0225e+06 electrons/s
naive loss in 1 ms: 3022.5 electrons
true mean loss in 1 ms: 0.02898 electrons
BROKEN CONSERVATION: dc / high-frequency loss
jx=0.11, jy=0.09: 0.0392
extra relaxation 1e+06 1/s: 0.0095
NEGLECTED EFFECTS
Kondo growth of J from half gap to kT: factor 1.0819
Kondo growth of R: factor 1.1704
Kondo temperature estimate: 6.0e-26 K
edge repulsion K=0.9, R: factor 2.20
impurity Gaussian width: 50 angstrom
width times thermal wave number: 1.2e-03
exchange field of biased edge / eV: 0.0080
bulk activation exp(-gap/2kT): 4.0e-51
photon energy / kT at 1e9 Hz: 0.0480
edge length: 10000 angstrom; transit time: 1.83e-12 s
omega times transit time at 1e9 Hz: 0.0115
```
